# Wrinkling wavelength of a compressed stiff film on a compliant substrate, part 1

(Sections cited here and not found follow in the second part.)

## First half: from elasticity to the onset of wrinkling

A flat elastic film of thickness \(h\), Young's modulus \(E_f\) and Poisson ratio \(\nu_f\) lies on a much softer elastic substrate with constants \(E_s\) and \(\nu_s\). The pair is compressed along \(x\). Beyond some load the film no longer stays flat but forms parallel wrinkles. The problem is to find the spacing of these wrinkles and the strain at which they appear, and then to see how the spacing can be used to measure the modulus of the film.

The axis \(y\) runs along the wrinkle crests and \(z\) points upward, out of the substrate. Nothing varies along \(y\), and the deformation has no strain along \(y\) (plane strain). Both materials are linearly elastic, slopes are small, and the substrate fills the half-space \(z<0\). The film is long enough for its ends not to matter, and it never separates from the substrate. The compressive strain \(\varepsilon\) and the compressive force per unit width \(N\) are counted positive. The upward deflection is \(w(x)\), a prime on it means \(d/dx\), and angle brackets denote an average over one period.

### (a) Which equation governs the deflection of the film?

*Find the stress–strain relation of the film, its elastic energy, and the balance of vertical forces when the substrate pulls the film down with a force \(p(x)\) per unit area.*

**Solution.** The film is thin, so the normal stress \(\sigma_{zz}\) inside it is negligible beside \(\sigma_{xx}\). Hooke's law with no strain along \(y\) reads

\[
0=\frac{\sigma_{yy}-\nu_f\sigma_{xx}}{E_f},\qquad
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu_f\sigma_{yy}}{E_f}.
\]

The first equation gives \(\sigma_{yy}=\nu_f\sigma_{xx}\). Inserted in the second, it gives \(\varepsilon_{xx}=(1-\nu_f^2)\sigma_{xx}/E_f\), or

\[
\sigma_{xx}=\bar E_f\,\varepsilon_{xx},\qquad \bar E_f=\frac{E_f}{1-\nu_f^2}.
\]

This is the plane-strain modulus. It exceeds \(E_f\) because the film is prevented from relaxing sideways. The same definition, \(\bar E_s=E_s/(1-\nu_s^2)\), will serve for the substrate.

Let the midplane have the extra horizontal displacement \(u(x)\) on top of the uniform compression. A midplane element of original length \(dx\) then spans \((1-\varepsilon+u')\,dx\) horizontally and \(w'dx\) vertically. Its new length divided by \(dx\) is

\[
\sqrt{(1-\varepsilon+u')^2+w'^2}\simeq 1-\varepsilon+u'+\tfrac12 w'^2 ,
\]

to leading order in small strain and slope. The midplane strain is therefore

\[
e=-\varepsilon+u'+\tfrac12w'^2 .
\]

Cross-sections stay straight and normal to the midplane, which is the thin-plate assumption. At height \(\zeta\) above the midplane the rotation adds a horizontal displacement \(-\zeta w'\), so the strain there is \(e-\zeta w''\). The elastic energy per unit area of film is

\[
\int_{-h/2}^{h/2}\frac{\bar E_f}{2}(e-\zeta w'')^2d\zeta
=\frac{\bar E_fh}{2}e^2+\frac D2w''^2,\qquad D=\frac{\bar E_fh^3}{12}.
\]

The cross term vanishes because \(\int\zeta\,d\zeta=0\), and \(\int\zeta^2d\zeta=h^3/12\) supplies the factor in \(D\).

To find the onset, keep terms up to second order in \(u\) and \(w\):

\[
\frac{\bar E_fh}{2}e^2\simeq\frac{\bar E_fh}{2}\left(\varepsilon^2-2\varepsilon u'-\varepsilon w'^2+u'^2\right).
\]

The first term is constant. The second averages to zero, since \(u\) is periodic. Suppose for now that the interface transmits no shear traction. Then nothing drives \(u\) at this order, and the last term is least for \(u'=0\). With \(N=\bar E_fh\varepsilon\), what remains is

\[
\Pi=\int\left(\frac D2w''^2-\frac N2w'^2\right)dx .
\]

The minus sign expresses that tilting the film relieves its compression. Now vary \(w\) by a periodic \(\delta w\) and integrate by parts, twice in the first term and once in the second. The boundary terms cancel over a period, and

\[
\delta\Pi=\int\left(Dw''''+Nw''\right)\delta w\,dx .
\]

In equilibrium this equals the work \(-\int p\,\delta w\,dx\) done by the downward pull of the substrate. Since \(\delta w\) is arbitrary,

\[
Dw''''+Nw''+p=0. \tag{1}
\]

### (b) How strongly does the substrate resist a sinusoidal deflection?

*The surface of the half-space is displaced vertically by \(A\cos kx\). Find the normal traction needed, first when the surface carries no shear traction, then when it cannot move horizontally.*

**Solution.** Look for displacements \(U(z)\sin kx\) along \(x\) and \(W(z)\cos kx\) along \(z\). The divergence of this field is \(\Theta\cos kx\) with \(\Theta=kU+dW/dz\). With the shear modulus \(\mu=E_s/[2(1+\nu_s)]\), the stress is

\[
\sigma_{ij}=2\mu\left(\varepsilon_{ij}+\frac{\nu_s}{1-2\nu_s}\,\delta_{ij}\,\varepsilon_{ll}\right),
\]

and the equilibrium equations of an isotropic solid, divided by \(\mu\), are

\[
\frac{d^2U}{dz^2}-k^2U-\beta k\Theta=0,\qquad
\frac{d^2W}{dz^2}-k^2W+\beta\frac{d\Theta}{dz}=0,\qquad \beta=\frac1{1-2\nu_s}.
\]

The fields must die out as \(z\to-\infty\). With \(s=kz\), try

\[
U=(a+bs)e^{s},\qquad W=(c+ds)e^{s}.
\]

Differentiation gives \(d^2U/dz^2-k^2U=2bk^2e^s\) and \(d^2W/dz^2-k^2W=2dk^2e^s\), while

\[
\Theta=k\left[(a+c+d)+(b+d)s\right]e^s .
\]

The first equilibrium equation must hold at every depth. Its part proportional to \(s\) requires \(d=-b\). The rest requires \(\beta(a+c-b)=2b\), so

\[
a+c=b\left[1+2(1-2\nu_s)\right]=(3-4\nu_s)\,b .
\]

In the second equation \(\beta\,d\Theta/dz=\beta k^2(a+c-b)e^s=2bk^2e^s\), which cancels \(2dk^2e^s=-2bk^2e^s\). Both equations are satisfied. Two free constants remain, \(a\) and \(c\), which are the horizontal and vertical surface amplitudes. They can match any sinusoidal surface displacement of this symmetry.

At the surface \(dW/dz=k(c-b)\) and \(\Theta=2(1-2\nu_s)kb\). The amplitude of \(\sigma_{zz}\) is then

\[
P=2\mu\left[k(c-b)+2\nu_skb\right]=2\mu k\left[c-(1-2\nu_s)b\right].
\]

The amplitude of \(\sigma_{xz}\) is \(S=\mu(dU/dz-kW)=\mu k(a+b-c)\). Inserting \(b=(a+c)/(3-4\nu_s)\) and collecting terms gives

\[
P=\frac{2\mu k}{3-4\nu_s}\left[2(1-\nu_s)c-(1-2\nu_s)a\right],
\]
\[
S=\frac{2\mu k}{3-4\nu_s}\left[2(1-\nu_s)a-(1-2\nu_s)c\right]. \tag{2}
\]

The same coefficient couples \(a\) to \(P\) and \(c\) to \(S\), as it must if the tractions derive from an elastic energy.

*No shear traction.* Setting \(S=0\) gives \(a=(1-2\nu_s)c/[2(1-\nu_s)]\). Then

\[
P=\frac{2\mu kc}{3-4\nu_s}\,\frac{4(1-\nu_s)^2-(1-2\nu_s)^2}{2(1-\nu_s)} .
\]

The numerator is a difference of squares, \([2(1-\nu_s)-(1-2\nu_s)]\,[2(1-\nu_s)+(1-2\nu_s)]=1\cdot(3-4\nu_s)\). Hence \(P=\mu kc/(1-\nu_s)\). Since \(\mu/(1-\nu_s)=E_s/[2(1-\nu_s^2)]\) and \(c=A\),

\[
P=\frac{\bar E_sk}{2}A . \tag{3}
\]

*No horizontal motion.* Setting \(a=0\) in (2) gives

\[
P=\frac{4(1-\nu_s)}{3-4\nu_s}\,\mu kA . \tag{4}
\]

The film pulls the substrate up with \(P\cos kx\) where the surface is raised, so the substrate pulls the film down with the same force, and \(p=P\cos kx\) in equation (1).

The stiffness grows as \(k\) because a wave on the surface deforms the solid to a depth of about \(1/k\). A deflection \(A\) therefore makes strains of order \(kA\). For \(\nu_s=0.30\), the ratio \(P/(E_skA)\) is 0.549 without shear traction and 0.598 without horizontal motion. For \(\nu_s=0.49\) the two values are 0.6580 and 0.6582. They coincide at \(\nu_s=1/2\), where the coupling coefficient \(1-2\nu_s\) vanishes and a vertical surface wave calls for no horizontal motion. A numerical solution of the elastic equations in a layer of depth \(16/k\), clamped at its bottom, was tested against (3) and (4) for both Poisson ratios and agreed to within one part in a million.

### (c) At what strain does the film wrinkle, and with what wavelength?

*Use the substrate without shear traction. Find the force at which a wave of given \(k\) can exist, and from it the first wave to appear as the load rises.*

**Solution.** Put \(w=A\cos kx\) in (1). Then \(w''''=k^4w\), \(w''=-k^2w\), and \(p=(\bar E_sk/2)w\) from (3), so that

\[
\left(Dk^4-Nk^2+\frac{\bar E_sk}{2}\right)A=0 .
\]

A non-zero amplitude requires \(N=N(k)\), where

\[
N(k)=Dk^2+\frac{\bar E_s}{2k}=\frac{\bar E_fh^3k^2}{12}+\frac{\bar E_s}{2k}. \tag{5}
\]

The first term is the cost of bending, which is high for short waves. The second is the cost of deforming the substrate. It is high for long waves, because at a given amount of relieved compression a long wave needs a large amplitude and reaches deep into the substrate.

The energy shows that \(N(k)\) is a limit of stability. For one wave, \(\langle w''^2\rangle=k^4A^2/2\) and \(\langle w'^2\rangle=k^2A^2/2\). The substrate stores half the product of force and displacement, \(\tfrac12\langle pw\rangle=\bar E_skA^2/8\). The energy change per unit area is

\[
\frac{Dk^4A^2}{4}-\frac{Nk^2A^2}{4}+\frac{\bar E_skA^2}{8}=\frac{k^2A^2}{4}\left[N(k)-N\right]. \tag{6}
\]

It is positive while \(N<N(k)\) and negative beyond. As the load rises, the flat film first becomes unstable at the minimum of \(N(k)\). The derivative vanishes when

\[
\frac{dN}{dk}=\frac{\bar E_fh^3k}{6}-\frac{\bar E_s}{2k^2}=0
\quad\Longrightarrow\quad (k_0h)^3=\frac{3\bar E_s}{\bar E_f}. \tag{7}
\]

The second derivative, \(\bar E_fh^3/6+\bar E_s/k^3\), is positive, and \(N(k)\) rises without limit at both ends, so this is the lowest point. The wavelength \(\lambda=2\pi/k_0\) is

\[
\boxed{\;\lambda=2\pi h\left(\frac{\bar E_f}{3\bar E_s}\right)^{1/3}\;} \tag{8}
\]

It is proportional to the film thickness and to the cube root of the ratio of plane-strain moduli. The thickness enters linearly because a half-space has no length of its own, so \(h\) is the one length in the problem. The cube root comes from balancing a cost that grows as \(k^2\) against one that falls as \(1/k\).

For the critical strain, replace \(\bar E_s\) in (5) by \(\bar E_f(k_0h)^3/3\):

\[
N_c=\bar E_fh\left[\frac{(k_0h)^2}{12}+\frac{(k_0h)^2}{6}\right]=\bar E_fh\,\frac{(k_0h)^2}{4}.
\]

One third of the critical force thus comes from bending and two thirds from the substrate. Division by \(\bar E_fh\) gives

\[
\varepsilon_c=\frac{(k_0h)^2}{4}=\frac14\left(\frac{3\bar E_s}{\bar E_f}\right)^{2/3}. \tag{9}
\]

The critical strain does not depend on thickness. If the substrate is made softer, \(\varepsilon_c\) tends to zero and \(\lambda\) grows without limit, as expected for a long film with nothing to hold it flat.

The thin-plate description requires \(k_0h\ll1\), hence by (7) \(\bar E_f\gg\bar E_s\). With comparable moduli the critical strain would be of order one, and neither the plate equation nor linear elasticity would apply.

The minimum is shallow. With \(x=k/k_0\), equation (5) becomes \(N(k)/N_c=(x^2+2/x)/3\), whose second derivative at \(x=1\) is 2. Near the minimum, therefore, \(N(k)/N_c\simeq1+(x-1)^2\), and a wave number 10 % away from \(k_0\) needs about 1 % more force.

## Second half: bonding, growth of the wrinkles and measurement

The film has thickness \(h\), the substrate has shear modulus \(\mu\), and \(\bar E=E/(1-\nu^2)\) is the plane-strain modulus, with index \(f\) for film and \(s\) for substrate. The deflection is \(w=A\cos kx\), and \(D=\bar E_fh^3/12\). A wave of wave number \(k\) becomes possible at the compressive force per width \(N(k)=Dk^2+\bar E_s/(2k)\), if the interface carries no shear traction. The minimum, \(N_c=\bar E_fh\varepsilon_c\), lies at \((k_0h)^3=3\bar E_s/\bar E_f\). It gives the wavelength (8) and the critical strain \(\varepsilon_c=(k_0h)^2/4\). Equation (2) gives the surface tractions of the substrate for a horizontal amplitude \(a\) and a vertical amplitude \(c\).

### (d) Does bonding the film to the substrate change the result?

*A bonded interface does carry shear traction. Find the wavelength to leading order in \(kh\).*

**Solution.** The underside of the film lies at \(\zeta=-h/2\), where its horizontal displacement is \(u+(h/2)w'\). Write \(u=a_m\sin kx\). Since \(w'=-kA\sin kx\), bonding requires

\[
a=a_m-\frac{kh}{2}A .
\]

The film resists being stretched. Its horizontal balance is \(\bar E_fhu''-S\sin kx=0\), because the substrate acts on the film with the opposite of the traction that it receives. Hence \(a_m=-S/(\bar E_fhk^2)\). By (2), \(S\) is at most of order \(\mu kA\), so \(a_m/A\) is of order \(\mu/(\bar E_fkh)\). Near \(k_0\) the ratio \(\mu/\bar E_f\) is of order \((kh)^3\), and \(a_m/A\) is of order \((kh)^2\). The horizontal motion of the interface is thus smaller than the vertical motion by a factor of order \(kh\). To leading order \(a=0\), and the substrate responds with the stiffness (4).

Write either stiffness as \(P=\kappa kA\). The condition for a wave becomes \(N(k)=Dk^2+\kappa/k\), with its minimum where \(2Dk=\kappa/k^2\), that is, at \(k^3=\kappa/(2D)\). The wavelength is proportional to \(\kappa^{-1/3}\). The two values of \(\kappa\) are

\[
\kappa_{\rm free}=\frac{\mu}{1-\nu_s},\qquad
\kappa_{\rm bonded}=\frac{4(1-\nu_s)\mu}{3-4\nu_s},
\]

and therefore

\[
\frac{\lambda_{\rm bonded}}{\lambda}=\left[\frac{3-4\nu_s}{4(1-\nu_s)^2}\right]^{1/3}. \tag{10}
\]

The proportionality to \(h\) and to the cube root of the modulus ratio survives. The prefactor in (8) holds for a bonded film if the substrate is incompressible, since (10) equals 1 at \(\nu_s=1/2\). For a compressible substrate the bonded film has a shorter wavelength, because suppressing the horizontal motion makes the substrate stiffer.

The next correction comes from the displacement \(-khA/2\) in the coupling terms of (2). The substrate energy per unit area is \((Pc+Sa)/4\), and its coupling part is

\[
-\frac{\mu k(1-2\nu_s)}{3-4\nu_s}\,aA=\frac{\mu k^2h(1-2\nu_s)}{2(3-4\nu_s)}A^2 .
\]

Division by \(k^2A^2/4\), as in (6), turns this into a contribution \(2\mu h(1-2\nu_s)/(3-4\nu_s)\) to \(N(k)\). It does not contain \(k\). It raises the critical force by a relative amount of order \(kh\) but leaves the position of the minimum alone.

We now have the wavelength and critical strain at which the film first wrinkles, and we know that bonding changes the wavelength only by a factor that depends on the substrate's Poisson ratio and equals 1 for an incompressible substrate. What remains is to find how the wrinkles grow beyond the threshold, to use their wavelength to measure the film modulus, and to test the model's approximations.

All numerical values are calculated from the stated model.
